# Macroscopic Induced Fields and Dielectric Response in Real-Time Plane-Wave Calculations

## Two answers from one crystal

A model insulator is kicked by a sudden uniform vector potential, and its current is followed in time. In one run the vector potential stays at its prescribed value. In a second run the field produced by the crystal's own average current is added. From the first run I extract a response of 1.767 at zero frequency, from the second 0.564. Their product is 0.997. At 12 eV the results are $0.353+1.172i$ and $0.236-0.782i$, with product 1.000. The spectra look unrelated: the first has its absorption peak at 9.3 eV (0.34 hartree), the second its peak at 18.9 eV (0.69 hartree). Why are they reciprocals?

The algebra is in atomic units. The electron charge is $-1$, and $1/c$ is absorbed in $A$, so that $E=-\dot A$. Transforms run over the time after the kick,

$$f(z)=\int_0^\infty f(t)e^{izt}dt,\qquad z=\omega+i\eta,\quad \eta>0 .$$

The kick is $A_{\rm ext}(t)=A_0\theta(t)$. Its field is $E_{\rm ext}=-A_0\delta(t)$, so $E_{\rm ext}(z)=-A_0$. The response is taken to be linear in $A_0$, and the kick lies along a principal axis, so that the average current is parallel to it.

## Simplest case: bound electrons without a lattice

Let $n$ electrons per volume be bound by springs of frequency $\omega_0$. With displacement $x$ and force $-E=\dot A$,

$$\ddot x=-\omega_0^2x+\dot A,\qquad J=-n\dot x,\qquad \omega_p^2=4\pi n .$$

The kick gives $\dot x(0^+)=A_0$ with $x(0)=0$.

**Total field prescribed.** After the kick $\dot A=0$, so $\dot x=A_0\cos\omega_0t$. Writing the cosine as two exponentials,

$$\int_0^\infty\!\cos(\omega_0t)e^{izt}dt=\frac12\left[\frac{i}{z+\omega_0}+\frac{i}{z-\omega_0}\right]=\frac{iz}{z^2-\omega_0^2},$$

so $J(z)=-inA_0z/(z^2-\omega_0^2)$. The conductivity is $\sigma=J(z)/E(z)=-J(z)/A_0$. The polarization obeys $\dot P=J$, hence $P=iJ/z$ for each frequency component, and $\varepsilon=1+4\pi P/E=1+4\pi i\sigma/z$. Therefore

$$\varepsilon=1+\frac{4\pi i}{z}\,\frac{inz}{z^2-\omega_0^2}=\frac{\omega_0^2+\omega_p^2-z^2}{\omega_0^2-z^2}.$$

**Induced field included.** If the displaced charge creates a field $E_{\rm ind}=-4\pi P=4\pi nx$, then $\dot A_{\rm ind}=-\omega_p^2x$. The spring stiffens:

$$\ddot x=-\Omega^2x,\qquad \Omega^2=\omega_0^2+\omega_p^2,\qquad x=\frac{A_0}{\Omega}\sin\Omega t .$$

The transform of $\sin\Omega t$ is $\Omega/(\Omega^2-z^2)$. The ratio of total to applied field is

$$\frac{E(z)}{E_{\rm ext}(z)}=1+\frac{\dot A_{\rm ind}(z)}{A_0}=1-\frac{\omega_p^2}{\Omega^2-z^2}=\frac{\omega_0^2-z^2}{\omega_0^2+\omega_p^2-z^2}=\frac1\varepsilon .$$

The pole of the first result is the zero of the second. Check on a limit: for $\omega_0\to0$ the first run has a constant current, $\varepsilon=1-\omega_p^2/z^2$, while the second oscillates at $\omega_p$. These are the free-electron results.

## Where the field lives in a periodic cell

A uniform field on an electron of charge $-1$ has potential energy $Ex$, which is not periodic. Put $\psi=e^{-iAx}\psi_l$, where $i\dot\psi_l=[p^2/2+Ex+v]\psi_l$. Since $e^{-iAx}p\,e^{iAx}=p+A$,

$$i\dot\psi=\left[\dot Ax+\tfrac12(p+A)^2+Ex+v\right]\psi=\left[\tfrac12(p+A)^2+v\right]\psi ,$$

because $\dot A=-E$. The Hamiltonian is now periodic, and a plane wave $k+G$ has kinetic energy $(k+G+A)^2/2$. For a local potential $v$ the velocity is $p+A$, and

$$J=-\frac1{V_c}\sum_{\rm occ}\langle p+A\rangle ,$$

with $V_c$ the cell volume and the sum taken per cell.

The periodic Hartree potential has components $4\pi n_G/G^2$ for $G\ne0$. They are updated in $v$ in both runs. The $G=0$ component is left out of $v$, and with it the macroscopic field of the induced charge. To recover that field, let charge and current vary slowly as $e^{iqx}$, with the current along $q$. Continuity gives $\dot\rho=-iqJ$, Poisson's equation gives $\phi=4\pi\rho/q^2$, and $E_{\rm ind}=-iq\phi=-4\pi i\rho/q$. Thus

$$\dot E_{\rm ind}=-\frac{4\pi i}{q}(-iqJ)=-4\pi J .$$

The powers of $q$ cancel, so the field survives as $q\to0$:

$$\ddot A_{\rm ind}=4\pi J,\qquad A_{\rm ind}(0)=\dot A_{\rm ind}(0)=0. \tag{1}$$

This is the longitudinal geometry. A film with the applied field along its normal realizes it: the normal component of $E+4\pi P$ is continuous, so $E=E_{\rm ext}-4\pi P$ inside.

For a transverse wave, with the current perpendicular to $q$, Maxwell's equations give instead

$$(c^2q^2-\omega^2)A_{\rm ind}=4\pi J . \tag{2}$$

The induced field is not zero here either. But the electrons in the cell respond to the total $A$, whatever its origin. One may therefore prescribe the total, obtain $J=\sigma E$, and leave (2) for a separate calculation. As a check, consider a wave without external source, so that $A=A_{\rm ind}$ and $E=i\omega A$. Equation (2) becomes $c^2q^2-\omega^2=4\pi i\omega\sigma$, or

$$c^2q^2=\omega^2\left(1+\frac{4\pi i\sigma}{\omega}\right)=\omega^2\varepsilon ,$$

the dispersion of light in a medium. So omitting $A_{\rm ind}$ from the cell run does not switch off screening; it declares the prescribed field to be the total one. A film with the field in its plane realizes this, since the tangential field is continuous, provided the film is thin enough for its reradiated field to be negligible.

## The general crystal

The step from springs to a crystal needs one observation. Once $A(t)$ is given, the equations for the orbitals and the periodic potential are the same in both runs. Hence one linear, causal law serves both,

$$J(t)=\int_0^t\sigma(t-t')E(t')dt',\qquad J(z)=\sigma(z)E(z),$$

where $E$ is the total macroscopic field and the response of the periodic Hartree potential is contained in $\sigma$.

**Transverse run.** Here $E(z)=-A_0$, so $\sigma=-J_T(z)/A_0$ and

$$\varepsilon(z)=1-\frac{4\pi i}{zA_0}J_T(z). \tag{3}$$

**Longitudinal run.** Transform $\dot E_{\rm ind}=-4\pi J$. Integration by parts, with $E_{\rm ind}(0)=0$, turns the left side into $-izE_{\rm ind}(z)$. Therefore

$$E_{\rm ind}(z)=\frac{4\pi J_L(z)}{iz}=-\frac{4\pi i}{z}J_L(z).$$

Insert $J_L=\sigma E$ in $E=E_{\rm ext}+E_{\rm ind}$:

$$E\left(1+\frac{4\pi i\sigma}{z}\right)=E_{\rm ext}\quad\Longrightarrow\quad \frac{E(z)}{E_{\rm ext}(z)}=\frac1{\varepsilon(z)} .$$

Dividing $E_{\rm ext}+E_{\rm ind}$ by $E_{\rm ext}=-A_0$ expresses this ratio through recorded quantities:

$$\frac1{\varepsilon(z)}=1+\frac1{A_0}\int_0^\infty\dot A_{\rm ind}e^{izt}dt=1+\frac{4\pi i}{zA_0}J_L(z). \tag{4}$$

The current formulas (3) and (4) differ in one sign. If (3) is applied to the longitudinal current, it returns

$$1-\frac{4\pi i}{zA_0}J_L(z)=2-\frac1\varepsilon .$$

At zero frequency this is $2-0.564=1.436$, not 1.767. For a dilute medium, $\varepsilon=1+\delta$, it equals $1+\delta-\delta^2+\dots$, so the misreading is invisible at first order in $\delta$.

**Limit of high frequency.** Just after the kick the orbitals have not changed, $\langle p\rangle$ still sums to zero, and $J(0^+)=-nA_0$ in both runs. Integration by parts gives $J(z)\approx iJ(0^+)/z=-inA_0/z$. Equations (3) and (4) then give $1-\omega_p^2/z^2$ and $1+\omega_p^2/z^2$, reciprocal to this order. In the example $\omega_p=10.1$ eV; at 20 eV the leading formula gives $1-(10.1/20)^2=0.74$ for the real part, against 0.55 computed. That energy is not yet asymptotic.

**Damping.** The derivation holds at complex $z$. The factor $e^{-\eta t}$ in the transforms is therefore no approximation to the reciprocal relation, if both runs use the same $\eta$. Stopping at time $T$ is an approximation, and it requires small $e^{-\eta T}$.

## An independent route through the density

The same $\varepsilon$ should follow from a calculation without time steps or vector potential. Apply a potential energy of wave vector $q$ and frequency $z$. Let $w_G$ be the total potential component at $q+G$. In time-dependent Hartree theory

$$w_G=w^{\rm ext}_G+v_G\,\delta n_G,\quad v_G=\frac{4\pi}{(q+G)^2},\quad \delta n_G=\sum_{G'}\chi^0_{GG'}w_{G'} .$$

Hence $\sum_{G'}D_{GG'}w_{G'}=w_G^{\rm ext}$ with $D_{GG'}=\delta_{GG'}-v_G\chi^0_{GG'}$.

To obtain $\chi^0$, linearize the equation of motion of the one-particle density matrix. Between band states $m,k+q$ and $n,k$, with energies $\lambda$ and occupations $f$ (0 or 1),

$$z\,\delta\rho_{mn}=(\lambda_m-\lambda_n)\delta\rho_{mn}+(f_n-f_m)\langle m|w|n\rangle .$$

Solve for $\delta\rho_{mn}$ and take the density component at $q+G$, with a factor 2 for spin and $N_k$ points $k$:

$$\chi^0_{GG'}=\frac{2}{N_kV_c}\sum_{k,n,m}\frac{(f_n-f_m)M_GM_{G'}^*}{z+\lambda_{nk}-\lambda_{m,k+q}},\qquad M_G=\langle nk|e^{-i(q+G)x}|m,k+q\rangle .$$

Let the external potential have the component $G=0$ alone. Split $D$ into its head $D_{00}$, the row $r$ and column $s$ joining $G=0$ to the rest, and the remaining block $B$. The equations for $G\neq0$ read $s\,w_0+Bw=0$, so $w=-B^{-1}s\,w_0$. The equation for $G=0$ becomes

$$\left(D_{00}-rB^{-1}s\right)w_0=w_0^{\rm ext}.$$

The macroscopic field is proportional to $w_0$. In the limit $q\to0$,

$$\varepsilon=D_{00}-rB^{-1}s,\qquad \frac1\varepsilon=[D^{-1}]_{00}. \tag{5}$$

This algebra mirrors the runs. The longitudinal run prescribes $w_0^{\rm ext}$ and lets every component respond. The transverse run prescribes $w_0$ and lets the components $G\ne0$ respond. A third run, with the periodic Hartree potential frozen as well, sets $w=0$ and should give the head $D_{00}$, the response without local fields.

In the static limit the sign of the correction follows. With $v_G$ divided symmetrically between rows and columns, $D$ is the unit matrix plus a non-negative Hermitian matrix, since every term of the static $\chi^0$ is negative or zero. Then $B$ is positive, $r=s^\dagger$, and $rB^{-1}s\ge0$. Static local fields lower $\varepsilon$ within this theory.

## The worked crystal

The model has period 3 Å, cross-section 9 Å$^2$, two electrons per cell and an ionic potential $-V_0\cos(2\pi x/a)$ with $V_0=12$ eV. Motion is along $x$, and the density is uniform across the section. The theory is time-dependent Hartree; exchange and correlation are left out. The self-consistent bands have a smallest direct gap of 8.7 eV.

Each time step applies the potential phase on the grid and the kinetic phase $e^{-i\,dt\,(k+G+A)^2/2}$ to the plane waves. The kinetic phase leaves $|c_{k+G}|^2$ unchanged. The current at mid-step is therefore known from these weights and the mid-step $A$, and it advances $\dot A_{\rm ind}$ through (1). With $\eta=0.5$ eV and the chosen run length, $e^{-\eta T}=1.6\times10^{-5}$. Quoted frequencies are the real part of $z$, so the numerical values given for zero frequency belong to $z=i\eta$.

At 12 eV the reciprocal can be followed by hand. From the transverse run $|\varepsilon|^2=0.353^2+1.172^2=1.498$, so

$$\frac1\varepsilon=\frac{0.353-1.172i}{1.498}=0.236-0.782i .$$

The longitudinal run gives the same, and so does the density response (5), evaluated at $q=0.0019$ Å$^{-1}$. Tests over 0 to 25 eV find the product of the two runs within 0.3% of one. The transverse and longitudinal results agree with (5) to 0.4% and 0.7%, relative to the density-response values. Doubling the number of $k$ points changes (5) by about $10^{-5}$, relative to its value.

The largest deviations of the two runs occur at zero frequency. In the transverse run the excess is $1.7666-1/0.5682=0.0067$. Halving the time step lowers it to about 0.002, halving the kick only to about 0.006, and a run of 900 instead of 600 atomic units leaves it unchanged. It is therefore mainly an error of the time step, with a small part from the finite kick. The longitudinal deviation behaves alike: it grows about fourfold when the time step is doubled, as expected of a second-order method.

The frozen run gives 1.946 at zero frequency, and the head of the matrix gives 1.939. With local fields, (5) gives $1/0.5682=1.760$. The reduction has the sign derived above. At finite frequency the effect can be larger: between 0 and 25 eV local fields change $\varepsilon$ by up to 2.3 in absolute value.

## Reading the two spectra

For a field of amplitude $E$ at real frequency the absorbed power per volume is $\frac12{\rm Re}\,\sigma|E|^2$. From $\sigma=\omega(\varepsilon-1)/(4\pi i)$ one has ${\rm Re}\,\sigma=\omega\,{\rm Im}\,\varepsilon/4\pi$. If the total field is fixed, the power follows $\omega\,{\rm Im}\,\varepsilon$. If the external field is fixed in the longitudinal geometry, $E=E_{\rm ext}/\varepsilon$, and

$$W=\frac{\omega|E_{\rm ext}|^2}{8\pi}\,\frac{{\rm Im}\,\varepsilon}{|\varepsilon|^2}=\frac{\omega|E_{\rm ext}|^2}{8\pi}\left(-{\rm Im}\frac1\varepsilon\right).$$

So ${\rm Im}\,\varepsilon$ shows absorption of a given internal field, and $-{\rm Im}(1/\varepsilon)$ shows energy loss to a longitudinal source.

In the crystal, ${\rm Im}\,\varepsilon$ peaks at 9.3 eV, a little above the gap. The spring model with $\omega_0=9.3$ eV would put the loss peak at $\sqrt{9.3^2+10.1^2}=13.7$ eV. The computed loss function has a broad maximum of 1.09 at 14.1 eV, near this estimate, but its highest peak is at 18.9 eV, which one spring does not describe. At the 18.9 eV peak the broadened response is $\varepsilon=0.355+0.328i$, and

$$-{\rm Im}\frac1\varepsilon=\frac{0.328}{0.355^2+0.328^2}=1.40 .$$

This $\varepsilon$ is not zero, but it is taken at $z=\omega+i\eta$ with $\eta=0.5$ eV, and a zero on the real axis would be hidden by the broadening. Evaluating (5) with smaller $\eta$ and 2000 $k$ points shows that there is one, at 18.89 eV. It lies in a window without transitions: those from the first band to the second end at 18.4 eV, and those to the third begin at 20.6 eV. The loss peak therefore sharpens without limit as $\eta$ decreases. Its height grows from 1.4 at $\eta=0.5$ eV to 6.4 at 0.1 eV and 32 at 0.02 eV. The zero of $\varepsilon$ fixes the energy of the peak, a collective longitudinal mode (a plasmon), undamped within this model. It carries only about 23% of the sum rule $\int_0^\infty\omega\,(-{\rm Im}\,\varepsilon^{-1})\,d\omega=\pi\omega_p^2/2$; roughly two thirds lies in the broad band below 18.4 eV, inside the range of interband transitions. The empty window belongs to the one-dimensional band structure. In a three-dimensional crystal the ranges of transitions usually overlap, and the peak is damped.

A pole of $\varepsilon$ lies just below, at 18.52 eV. It comes from the local fields, as a zero of $\det B$; the head $D_{00}$ has no pole in the window. With $\eta=0.5$ eV it produces a second, weaker maximum of ${\rm Im}\,\varepsilon$, 0.52 at 18.4 eV, of which the pole supplies about two thirds and the tail of the interband transitions the rest. So close to a pole $\varepsilon$ varies steeply, which is why the broadened $|\varepsilon|$ is still 0.48 at the loss peak.

## Conditions that matter

The reciprocal relation compares two linear responses at the same $z$ and in the same limit $q\to0$. With a strong kick, $J=\sigma E$ fails, and the two runs no longer share one $\sigma$. At finite $q$ the longitudinal and transverse responses need not share one $\varepsilon$. A periodic exchange-correlation potential added to $v$ in both runs leaves (3) and (4) intact, because their derivation uses the common $\sigma$ alone; the matrix $D$ would then need the corresponding extra term. A macroscopic exchange-correlation field is outside the present treatment.

The numerical output follows.

## Table of computed values

```
period 3.0 angstrom, cross-section 9.0 angstrom^2
ionic potential amplitude 12.0 eV, broadening eta 0.5 eV
plane waves 11, k points 100, time steps 12000
time step 0.050 a.u., run length T 600 a.u.
exp(-eta T) 1.6e-05
kick A0 0.00189 1/angstrom, reference q 0.00189 1/angstrom
smallest direct gap 8.707 eV
plasma energy of the mean density 10.106 eV
omega 0 eV: eps (transverse run) 1.7666+0.0000i
   1/eps (longitudinal run) 0.5644+0.0000i
   1/eps (density response) 0.5682+0.0000i
   product of the two runs 0.9970+0.0000i
omega 4 eV: eps (transverse run) 1.8899+0.0395i
   1/eps (longitudinal run) 0.5289-0.0110i
   1/eps (density response) 0.5289-0.0110i
   product of the two runs 1.0001-0.0000i
omega 8 eV: eps (transverse run) 2.9990+0.6029i
   1/eps (longitudinal run) 0.3205-0.0644i
   1/eps (density response) 0.3205-0.0644i
   product of the two runs 1.0000+0.0000i
omega 12 eV: eps (transverse run) 0.3532+1.1719i
   1/eps (longitudinal run) 0.2358-0.7822i
   1/eps (density response) 0.2358-0.7823i
   product of the two runs 1.0000+0.0000i
omega 16 eV: eps (transverse run) 0.5455+0.4196i
   1/eps (longitudinal run) 1.1517-0.8859i
   1/eps (density response) 1.1519-0.8858i
   product of the two runs 1.0000-0.0000i
omega 20 eV: eps (transverse run) 0.5462+0.0869i
   1/eps (longitudinal run) 1.7858-0.2841i
   1/eps (density response) 1.7855-0.2839i
   product of the two runs 1.0001-0.0000i
omega 0: eps without local fields, frozen run 1.9464+0.0000i
omega 0: eps without local fields, matrix head 1.9387-0.0000i
omega 0: longitudinal current misread as eps 1.4356+0.0000i
absorption peak, max Im eps: 9.3 eV, height 2.759
loss peak, max -Im 1/eps: 18.9 eV, height 1.405
smallest |eps|: 0.4453 at 19.1 eV
eps at the loss peak 0.3549+0.3283i
largest |product - 1|, 0 to 25 eV: 3.0e-03
largest relative error, transverse vs density response: 3.8e-03
largest relative error, longitudinal vs density response: 6.7e-03
largest relative error, frozen run vs matrix head: 4.0e-03
largest error of misread = 2 - 1/eps: 3.8e-03
largest relative change on doubling k points: 1.5e-05
largest change of eps by local fields: 2.268
```
